# Squaring the Dirac Determinant and the Logarithmic Charge Renormalization: verification in Python

```python
"""
Result under test (Euclidean four-space, hbar = c = 1):
  ln Det(Dslash + m) = (1/2) ln Det(-D^2 - (e/2) sigma.F + m^2),
  b2(x,x) = E^2/2 - e^2 F^2/12 + (Laplacian E)/6,  E = (e/2) sigma.F,
  tr b2 = (2/3) e^2 F^2,  F^2 = F_mn F_mn (sum over all m, n),
  1/e^2 = 1/e0^2 + E1(m^2/Lambda^2)/(12 pi^2).
D_m = d_m + i e A_m; sigma_mn = (i/2)[gamma_m, gamma_n];
e0 = bare charge, e = long-distance charge, Lambda = proper-time cutoff,
E1 = exponential integral, b2 = second heat-kernel coefficient.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import exp1

rng = np.random.default_rng(7)
pi = np.pi

# ---------- Dirac matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[1], p) for p in pauli] + [np.kron(pauli[0], np.eye(2))]
for a in range(4):
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4))
sigma = [[0.5j * (gamma[a] @ gamma[b] - gamma[b] @ gamma[a])
          for b in range(4)] for a in range(4)]

# spin trace for a random antisymmetric field tensor
R = rng.normal(size=(4, 4))
F = R - R.T
half_sigma_F = 0.5 * sum(F[a, b] * sigma[a][b] for a in range(4) for b in range(4))
spin_trace_ratio = np.trace(half_sigma_F @ half_sigma_F).real / np.sum(F**2)
assert abs(np.trace(half_sigma_F)) < 1e-12
assert abs(spin_trace_ratio - 2) < 1e-12

# ---------- squared operator for arbitrary functions A and psi ----------
X = sp.symbols("x1:5", real=True)
charge = sp.symbols("e", real=True)
A = [sp.Function("A%d" % a)(*X) for a in range(4)]
psi = sp.Matrix([sp.Function("psi%d" % a)(*X) for a in range(4)])


def exact(matrix):
    return sp.Matrix(4, 4, lambda i, j: int(round(matrix[i, j].real))
                     + sp.I * int(round(matrix[i, j].imag)))


gamma_exact = [exact(g) for g in gamma]


def cov(a, v):
    return v.diff(X[a]) + sp.I * charge * A[a] * v


def slash(v):
    total = sp.zeros(4, 1)
    for a in range(4):
        total += gamma_exact[a] * cov(a, v)
    return total


right = sp.zeros(4, 1)
for a in range(4):
    right += cov(a, cov(a, psi))
    for b in range(4):
        field = A[b].diff(X[a]) - A[a].diff(X[b])
        right += charge / 2 * field * (exact(sigma[a][b]) * psi)
assert (slash(slash(psi)) - right).expand() == sp.zeros(4, 1)

# ---------- determinant identity on a 3^4 lattice with random links ----------
side = 3
hop = np.roll(np.eye(side), 1, axis=1)
sites = side**4
Dlat = np.zeros((4 * sites, 4 * sites), complex)
wilson = np.zeros_like(Dlat)
for a in range(4):
    P = np.eye(1)
    for b in range(4):
        P = np.kron(P, hop if a == b else np.eye(side))
    T = np.exp(1j * rng.uniform(-pi, pi, sites))[:, None] * P
    Dlat += np.kron((T - T.conj().T) / 2, gamma[a])
    wilson += np.kron(np.eye(sites) - (T + T.conj().T) / 2, np.eye(4))


def both_logs(D, mass):
    one = np.eye(len(D))
    phase, first = np.linalg.slogdet(D + mass * one)
    second = np.linalg.slogdet(mass**2 * one - D @ D)[1]
    return phase, first, second / 2


lat_mass = 0.3
phase, log_first, log_half = both_logs(Dlat, lat_mass)
assert abs(phase - 1) < 1e-8 and abs(log_first - log_half) < 1e-8
_, wil_first, wil_half = both_logs(Dlat + wilson, lat_mass)
assert abs(wil_first - wil_half) > 1.0

# unequal chiral blocks (7 and 4) force three zero modes
W = rng.normal(size=(4, 7)) + 1j * rng.normal(size=(4, 7))
Dzero = np.block([[np.zeros((7, 7)), -W.conj().T], [W, np.zeros((4, 4))]])
zero_modes = int(np.sum(np.abs(np.linalg.eigvalsh(1j * Dzero)) < 1e-10))
phase, zero_first, zero_half = both_logs(Dzero, lat_mass)
assert zero_modes == 3
assert abs(phase - 1) < 1e-10 and abs(zero_first - zero_half) < 1e-10

# ---------- heat kernel in the nonuniform field eB(x) = amp cos x ----------
# torus of side 2 pi in x and y; the other two directions are free
amp, x0, nmax = 1.5, 0.7, 60
modes = np.arange(-nmax, nmax + 1)
up = np.eye(len(modes), k=-1)
potential = amp * (up - up.T) / 2j
cosine = (up + up.T) / 2
wave = np.exp(1j * modes * x0)
spectra, weights = {}, {}
for spin in (0, 1, -1):
    levels, dens = [], []
    for ky in modes:
        momentum = ky * np.eye(len(modes)) + potential
        H = np.diag(modes**2) + momentum @ momentum - spin * amp * cosine
        val, vec = np.linalg.eigh(H)
        levels.append(val)
        dens.append(np.abs(wave @ vec)**2)
    spectra[spin] = np.array(levels).ravel()
    weights[spin] = np.array(dens).ravel()

times = np.array([0.08, 0.04, 0.02, 0.01])
eB0 = amp * np.cos(x0)
b2_num, b2_formula = {}, {}
for spin in (0, 1, -1):
    K = np.array([np.sum(weights[spin] * np.exp(-s * spectra[spin]))
                  for s in times]) / (2 * pi)**2
    E = spin * eB0
    rest = (4 * pi * times * K - 1 - times * E) / times**2
    b2_num[spin] = np.polyfit(times, rest, 3)[-1]
    b2_formula[spin] = E**2 / 2 - 2 * eB0**2 / 12 - E / 6
    assert abs(b2_num[spin] - b2_formula[spin]) < 1e-4
F2_local = 2 * eB0**2
orbital_ratio = 4 * b2_num[0] / F2_local
total_ratio = 2 * (b2_num[1] + b2_num[-1]) / F2_local
spin_ratio = total_ratio - orbital_ratio
assert abs(total_ratio - 2 / 3) < 1e-3
assert abs(orbital_ratio + 1 / 3) < 1e-3

# ---------- cutoff dependence of the action density from the spectra ----------
mass = 1.0
free_levels = (modes[:, None]**2 + modes[None, :]**2).ravel()
nodes, node_weights = np.polynomial.legendre.leggauss(24)


def action_piece(s_low, s_high):
    """Part of Gamma per volume from proper times s_low to s_high."""
    half = np.log(s_high / s_low) / 2
    total = 0.0
    for t, w in zip(nodes, node_weights):
        s = np.exp(np.log(s_low) + half * (t + 1))
        heat = (np.exp(-s * spectra[1]).sum() + np.exp(-s * spectra[-1]).sum()
                - 2 * np.exp(-s * free_levels).sum()) / (2 * pi)**2
        total += w * half * np.exp(-mass**2 * s) * heat / (4 * pi * s)
    return total


F2_mean = amp**2          # 2 amp^2 times the mean of cos^2


def log_piece(s_low, s_high):
    return F2_mean / (48 * pi**2) * (exp1(mass**2 * s_low) - exp1(mass**2 * s_high))


step_num = action_piece(0.01, 0.02)
step_formula = log_piece(0.01, 0.02)
rest_fine = step_num - step_formula
rest_coarse = action_piece(0.02, 0.04) - log_piece(0.02, 0.04)
assert abs(rest_fine / step_formula) < 0.01
assert 1.7 < rest_coarse / rest_fine < 2.3
tail = action_piece(0.01, 0.5) + action_piece(0.5, 40.0)
tail_log = log_piece(0.01, 40.0)

# ---------- momentum loop with first-order propagators, Pauli-Villars ----------
# 24-cell directions average polynomials up to degree five exactly on the sphere
directions = []
for a in range(4):
    for b in range(a):
        for sa in (1, -1):
            for sb in (1, -1):
                v = np.zeros(4)
                v[a], v[b] = sa, sb
                directions.append(v / np.sqrt(2))
kslash = np.einsum("na,aij->nij", np.array(directions), np.array(gamma))


def loop_trace(k, M):
    S = (M * np.eye(4) - 1j * k * kslash) / (k**2 + M**2)
    product = gamma[0] @ S @ gamma[0] @ S @ gamma[3] @ S @ gamma[3] @ S
    return np.trace(product, axis1=1, axis2=2).real.mean()


heavy = 5.0
loop_num = quad(lambda u: np.exp(4 * u) / (8 * pi**2)
                * (loop_trace(np.exp(u), mass) - loop_trace(np.exp(u), heavy)),
                -12, 12, epsabs=1e-11, epsrel=1e-9, limit=300)[0]
loop_formula = np.log(heavy**2 / mass**2) / (12 * pi**2)
assert abs(loop_num / loop_formula - 1) < 1e-6

# ---------- charge relation with the electron loop alone ----------
alpha = constants.fine_structure
me = constants.m_e * constants.c**2 / constants.e / 1e6      # MeV
cutoff = 1.0e5                                               # MeV
ratio = (me / cutoff)**2
L = exp1(ratio)
L_direct = quad(lambda u: np.exp(-np.exp(u)), np.log(ratio), 5, limit=200)[0]
L_log = -np.log(ratio) - np.euler_gamma
assert abs(L - L_direct) < 1e-7 and abs(L - L_log) < 1e-9


def bare_charge(cut):
    return (1 / (4 * pi * alpha) - exp1((me / cut)**2) / (12 * pi**2))**-0.5


e0 = bare_charge(cutoff)
alpha0 = e0**2 / (4 * pi)
h = 1e-3
beta_num = (bare_charge(cutoff * np.exp(h)) - bare_charge(cutoff * np.exp(-h))) / (2 * h)
beta_formula = e0**3 / (12 * pi**2)
assert abs(beta_num / beta_formula - 1) < 1e-6
ln_pole = (3 * pi / alpha + np.euler_gamma) / 2
log10_pole_GeV = ln_pole / np.log(10) + np.log10(me / 1000)


def show(label, value, unit="(dimensionless)", digits=6):
    print(f"{label}: {value:.{digits}g} {unit}")


show("tr[(sigma.F/2)^2] / F^2, random F", spin_trace_ratio)
show("lattice side", side, "sites")
show("lattice mass", lat_mass, "(lattice units)")
show("lattice ln Det(Dslash+m)", log_first, digits=10)
show("lattice half ln Det(m^2-Dslash^2)", log_half, digits=10)
show("with Wilson term, ln|Det(D+m)|", wil_first)
show("with Wilson term, half ln|Det(m^2-D^2)|", wil_half)
show("zero modes in the 7+4 block matrix", zero_modes, "modes")
show("block matrix ln Det(D+m)", zero_first, digits=8)
show("block matrix half ln Det(m^2-D^2)", zero_half, digits=8)
print("Nonuniform field eB(x) = b cos x, unit of length = 1/wavenumber")
show("amplitude b", amp, "(wavenumber^2)")
show("point x", x0, "(1/wavenumber)")
show("eB at that point", eB0, "(wavenumber^2)")
for spin, name in ((0, "no spin"), (1, "spin up"), (-1, "spin down")):
    show(f"b2 {name}, diagonalization", b2_num[spin], "(wavenumber^4)")
    show(f"b2 {name}, formula", b2_formula[spin], "(wavenumber^4)")
show("orbital part of tr b2 / (e^2 F^2), numerical", orbital_ratio)
show("spin part of tr b2 / (e^2 F^2), numerical", spin_ratio)
show("tr b2 / (e^2 F^2), numerical", total_ratio)
show("fermion mass in this field", mass, "(wavenumber)")
show("mean e^2 F^2", F2_mean, "(wavenumber^4)")
show("Gamma/volume, s from 0.01 to 0.02, spectra", step_num, "(wavenumber^4)")
show("same, b2 term alone", step_formula, "(wavenumber^4)")
show("remainder, s from 0.01 to 0.02", rest_fine, "(wavenumber^4)", 4)
show("remainder, s from 0.02 to 0.04", rest_coarse, "(wavenumber^4)", 4)
show("ratio of these remainders", rest_coarse / rest_fine, digits=4)
show("Gamma/volume, s from 0.01 to 40, spectra", tail, "(wavenumber^4)")
show("same, b2 term alone", tail_log, "(wavenumber^4)")
show("Pauli-Villars mass / fermion mass", heavy / mass)
show("momentum-loop coefficient of e^2 F^2/4", loop_num, digits=8)
show("ln(M^2/m^2)/(12 pi^2)", loop_formula, digits=8)
show("electron mass", me, "MeV", 7)
show("cutoff Lambda", cutoff / 1000, "GeV")
show("ln(Lambda^2/m^2)", -np.log(ratio))
show("E1(m^2/Lambda^2)", L)
show("1/alpha, long distance", 1 / alpha, digits=8)
show("shift E1/(3 pi)", L / (3 * pi))
show("1/alpha0, bare", 1 / alpha0, digits=8)
show("alpha0/alpha", alpha0 / alpha)
show("bare charge e0", e0)
show("Lambda de0/dLambda, finite difference", beta_num)
show("e0^3/(12 pi^2)", beta_formula)
show("ln(Lambda/m) where 1/alpha0 = 0", ln_pole)
show("log10 of that Lambda in GeV", log10_pole_GeV, digits=4)
print("no test failed")
```

Printed output:

```
tr[(sigma.F/2)^2] / F^2, random F: 2 (dimensionless)
lattice side: 3 sites
lattice mass: 0.3 (lattice units)
lattice ln Det(Dslash+m): 19.22838123 (dimensionless)
lattice half ln Det(m^2-Dslash^2): 19.22838123 (dimensionless)
with Wilson term, ln|Det(D+m)|: 472.164 (dimensionless)
with Wilson term, half ln|Det(m^2-D^2)|: 447.682 (dimensionless)
zero modes in the 7+4 block matrix: 3 modes
block matrix ln Det(D+m): 4.4779473 (dimensionless)
block matrix half ln Det(m^2-D^2): 4.4779473 (dimensionless)
Nonuniform field eB(x) = b cos x, unit of length = 1/wavenumber
amplitude b: 1.5 (wavenumber^2)
point x: 0.7 (1/wavenumber)
eB at that point: 1.14726 (wavenumber^2)
b2 no spin, diagonalization: -0.219369 (wavenumber^4)
b2 no spin, formula: -0.219369 (wavenumber^4)
b2 spin up, diagonalization: 0.247527 (wavenumber^4)
b2 spin up, formula: 0.247527 (wavenumber^4)
b2 spin down, diagonalization: 0.629948 (wavenumber^4)
b2 spin down, formula: 0.629948 (wavenumber^4)
orbital part of tr b2 / (e^2 F^2), numerical: -0.333333 (dimensionless)
spin part of tr b2 / (e^2 F^2), numerical: 1 (dimensionless)
tr b2 / (e^2 F^2), numerical: 0.666667 (dimensionless)
fermion mass in this field: 1 (wavenumber)
mean e^2 F^2: 2.25 (wavenumber^4)
Gamma/volume, s from 0.01 to 0.02, spectra: 0.00323549 (wavenumber^4)
same, b2 term alone: 0.00324491 (wavenumber^4)
remainder, s from 0.01 to 0.02: -9.421e-06 (wavenumber^4)
remainder, s from 0.02 to 0.04: -1.868e-05 (wavenumber^4)
ratio of these remainders: 1.983 (dimensionless)
Gamma/volume, s from 0.01 to 40, spectra: 0.0181085 (wavenumber^4)
same, b2 term alone: 0.0191779 (wavenumber^4)
Pauli-Villars mass / fermion mass: 5 (dimensionless)
momentum-loop coefficient of e^2 F^2/4: 0.027178359 (dimensionless)
ln(M^2/m^2)/(12 pi^2): 0.027178359 (dimensionless)
electron mass: 0.510999 MeV
cutoff Lambda: 100 GeV
ln(Lambda^2/m^2): 24.3686 (dimensionless)
E1(m^2/Lambda^2): 23.7914 (dimensionless)
1/alpha, long distance: 137.036 (dimensionless)
shift E1/(3 pi): 2.52435 (dimensionless)
1/alpha0, bare: 134.51165 (dimensionless)
alpha0/alpha: 1.01877 (dimensionless)
bare charge e0: 0.30565 (dimensionless)
Lambda de0/dLambda, finite difference: 0.000241098 (dimensionless)
e0^3/(12 pi^2): 0.000241098 (dimensionless)
ln(Lambda/m) where 1/alpha0 = 0: 646.056 (dimensionless)
log10 of that Lambda in GeV: 277.3 (dimensionless)
no test failed
```
